Why a naive B-spline basis fails for the Dirac–Coulomb problem

**A B-spline Dirac spectrum with dual kinetic balance, and the dipole sum rule**

The sum S₁ = Σ_n (E_n − E_a)|⟨n|r|a⟩|² over the states n of an electron has the dimension energy × length², so it is ħ²/m times a pure number, and the number is fixed by how the Hamiltonian depends on momentum. For one Cartesian component x, closure gives Σ_n (E_n − E_a)|⟨n|x|a⟩|² = ⟨a|x(H − E_a)x|a⟩. Expanding [x,[H,x]] = 2xHx − x²H − Hx² and letting H act on a shows that this equals ½⟨a|[x,[H,x]]|a⟩. For a local potential the double commutator is ħ²∂²H/∂p_x², a constant for the Schrödinger Hamiltonian and zero for one linear in p. With ħ = c = m = 1, used throughout (energies in mc², lengths in ħ/mc), the Schrödinger Hamiltonian gives [H,x] = −ip_x, [x,−ip_x] = 1 and S₁ = 3/2. The Dirac Hamiltonian H = α·p + β + V gives [H,x_j] = −iα_j, which commutes with x_j, so S₁ = 0. From the ground state every positive-energy term is positive, so the zero is a cancellation against the negative-energy branch. A finite basis that replaces a sum over intermediate states, as in a self-energy, must therefore represent both branches, and it is natural to ask that it treat them equally.

A second symmetry says what "equally" means. Write ψ = (GΩ_κ, iFΩ_{−κ})/r with σ·L Ω_κ = −(κ+1)Ω_κ and σ·n Ω_κ = −Ω_{−κ}, n = r/r. From σ·p = −iσ·n(∂_r − σ·L/r),

σ·p (fΩ_κ/r) = −iσ·n [f′/r − f/r² + (κ+1)f/r²]Ω_κ = (i/r)(f′ + κf/r)Ω_{−κ}.

Using this for f = G, and with κ → −κ for f = iF, the radial equations are

(1 + V)G + A†F = EG,  AG + (V − 1)F = EF,  A = d/dr + κ/r,  A† = −d/dr + κ/r.

Under κ → −κ, A → −A† and A† → −A. The operator for (−κ, −V) acting on the swapped pair (F, G) gives upper component (1 − V)F − AG = −EF and lower component −A†F − (1 + V)G = −EG. This is charge conjugation: (G, F, κ, V, E) → (F, G, −κ, −V, −E). A basis keeps it if the swap maps its space for −κ onto its space for κ. The components of a basis function can be tied together by a first-order rule that depends on neither V nor E. Charge conjugation does not single out one such rule. The natural choice is the operator A of the radial equations, times ħ/mc and a number, and the symmetry then fixes the tie for the other branch.

**The naive basis**

For basis pairs (G_i, F_i) the Galerkin problem is Hc = ESc with S_ij = ∫(G_iG_j + F_iF_j)dr. Integration by parts gives ∫G_i A†F_j = ∫F_j AG_i − [G_iF_j], so if the products vanish at r = 0 and at the cavity radius R,

H_ij = ∫[(V+1)G_iG_j + (V−1)F_iF_j + F_i AG_j + F_j AG_i]dr,

which is symmetric. B-splines B_1…B_n of order k are piecewise polynomials of degree k − 1. With N intervals and k-fold end knots, n = N + k − 1, B_j ∝ r^{j−1} at the origin for j ≤ k, only B_n is nonzero at R, and only B_n and B_{n−1} have a slope there.

The simplest choice is the equal basis (B_i, 0), (0, B_i) with B_1 and B_n dropped. It respects charge conjugation, and it fails. Take a point nucleus, V = −a/r, a = Zα < |κ|. Let S now be the spline overlap, Q_ij = ∫B_iB_j/r and D_ij = ∫B_iB_j′. Since D + Dᵀ = [B_iB_j] = 0, D is antisymmetric. With coefficient vectors p for G and q for F,

(S − aQ − ES)p + (−D + κQ)q = 0,  (D + κQ)p + (−S − aQ − ES)q = 0.

Solving the second for Dp and the first for Dq,

Dp = Q(−κp + aq) + (1+E)Sq,  Dq = Q(−ap + κq) + (1−E)Sp.

The 2×2 matrices that mix p and q are M = [[−κ, a], [−a, κ]] and N = [[0, 1+E], [1−E, 0]]. M has zero trace and determinant a² − κ², hence eigenvalues ∓γ with γ = √(κ² − a²). Change from (p, q) to components (y, z) along its eigenvectors for −γ and +γ. This similarity transformation does not depend on E and commutes with D, Q and S because both components use the same splines. Three invariants fix what is needed of the transformed N. The trace gives N₂₂ = −N₁₁. The trace of MN is a(1−E) − a(1+E) = −2aE before and −2γN₁₁ after, so N₁₁ = aE/γ. The determinant gives −(1−E²) = −N₁₁² − N₁₂N₂₁, so

N₁₂N₂₁ = 1 − E²(γ² + a²)/γ² = 1 − E²κ²/γ².

Define K = D + γQ − (aE/γ)S. Antisymmetry of D gives −Kᵀ = D − γQ + (aE/γ)S, and the equations become

Ky = N₁₂Sz,  −Kᵀz = N₂₁Sy.

Where K is invertible, the determinant of this block system is det K · det(−Kᵀ − N₁₂N₂₁ SK⁻¹S), which contains κ only as κ². K is singular at finitely many E, and the determinant is a polynomial in E, so the statement holds for all E. The matrix spectra for κ and −κ are identical.

The true spectra are not. The +γ eigenvector of M is (a, κ+γ), and N₁₂ = 0 means that N multiplies it by N₂₂ = −aE/γ. The first component requires (1+E)(κ+γ) = −a²E/γ. With a² = (κ−γ)(κ+γ) this is 1 + E = −(κ−γ)E/γ, or E = −γ/κ, positive only for κ < 0. At that energy y = 0 and the differential form of Kᵀz = 0 is z′ = (γ/r − a/|κ|)z, solved by the normalizable r^γ e^{−ar/|κ|}. For κ = −1 this is 1s with E = γ. For κ > 0 it is N₂₁ that vanishes at E = γ/κ, and the second equation allows z = 0 or z ∝ r^γ e^{−ar/κ}. With z = 0, Ky = 0 gives r^{−γ}e^{+ar/κ}, which is not a state. With z ≠ 0, the first equation reads (r^γ e^{−ar/κ} y)′ = N₁₂ r^γ e^{−ar/κ} z. Integrated from 0 to ∞, the left side vanishes for a regular, decaying y, while the right side is N₁₂ times a nonzero multiple of ∫z²dr, and N₁₂, linear in E, vanishes only at E = −γ/κ. So κ > 0 has no level at this energy. A differential operator may have a null function while its adjoint has none; a square matrix is as nearly singular as its transpose. For Z = 76 the two matrix spectra agree to 1.5×10⁻¹⁴ (relative to the larger of 1 and |E|), and κ = +1 has a level at 0.8321179, the 1s value γ.

The vector that imitates the forbidden function is seen by eliminating q. With the matrix 𝒜 = D + κQ and E = 1 + ε, the nonrelativistic regime |ε|, |V| ≪ 1 gives q ≈ ½S⁻¹𝒜p and

(½𝒜ᵀS⁻¹𝒜 + V)p = εSp.

Here pᵀ𝒜ᵀS⁻¹𝒜p = ‖P AG‖², where P projects on the spline space, so it never exceeds the true ‖AG‖². The kinetic energy is underestimated and the variational bound is lost. For linear splines on a uniform grid of step h, D_{i,i±1} = ±½, S_ii = 2h/3 and S_{i,i±1} = h/6. A sawtooth p_i = (−1)^i f(r_i) with slow envelope f has (Dp)_i = ½(p_{i+1} − p_{i−1}) ≈ −(−1)^i hf′ and (Sp)_i ≈ (−1)^i hf/3. For r ≫ h, where Q ≈ S/r, the envelope sees

S⁻¹𝒜 → −3 d/dr + κ/r = −3[d/dr − (κ/3)/r].

The derivative has changed sign, so a sawtooth with κ > 0 behaves like a smooth function with negative κ, the case that admits the nodeless lowest state, and its kinetic energy of order 1/h² is invisible.

For an extended nucleus the potential matrix is no longer −aQ, M does not factor out, and the exact degeneracy is gone. The projection defect does not involve V and remains. The example is hydrogen-like osmium, Z = 76, a = 0.554599, one Dirac electron in the field of an infinitely heavy nucleus with Gaussian charge density ∝ exp(−3r²/2r_rms²), whose potential is V = −a erf(√(3/2) r/r_rms)/r. The radius is an input of roughly 5.4 fm, a rough measured size: 5.4/386.16 = 0.013984, and V(0) = −a√(6/π)/r_rms = −54.8. The breakpoints are r₀(e^{hi} − 1) with r₀ = 0.005, R = 150, N = 80, k = 8, so n = 87. Below the cut defined later, where κ = +1 has two true levels, the equal basis has three. The extra one lies at 0.9315 (binding 35.0 keV), neither at the 1s binding of 85.75 keV nor at the 2p1/2 binding of 21.92 keV, and it moves to 0.9228 (39.45 keV) for k = 7. Its 85 upper coefficients change sign 84 times, and its ratio ‖P AG‖²/‖AG‖² is 1.4×10⁻⁵, against 1.00000000 for 2p1/2. The shift with k follows from the sawtooth argument. On a uniform grid with h = 1, the squared Fourier transform of a B-spline of order k is proportional to [sin(ω/2)/ω]^{2k}, and a coefficient vector e^{iθj} collects the aliases ω = θ + 2πm, which share the same sine factor. So S⁻¹D has the symbol iΣω^{1−2k}/Σω^{−2k}. At θ = π + δ the numerator vanishes for δ = 0 by oddness and its slope is (1−2k)Σω^{−2k}, giving i(1−2k)δ: the factor −3 becomes −c with c = 2k − 1. For V = −a/r the substitution r = cs turns the envelope equation into a Dirac equation with −κ/c and a/c, whose nodeless level is γ/|κ| for every c, as the exact degeneracy requires. Its envelope starts as r^{γ/c}, which vanishes slowly at the origin and feels the nuclear size strongly. With the Gaussian potential this envelope level lies near 0.925 for c = 13 and 0.934 for c = 15, within 0.003 of the matrix values on this grid. The matrix level also moves with the grid: for k = 8 it lies at 0.9297 for N = 60, r₀ = 0.02 and at 0.9331 for N = 160, r₀ = 0.005, closer to the envelope value as the steps shrink, so the digits quoted above belong to this grid only (the envelope and other-grid figures are not part of the numerical check). The dipole sums of the later sections do not reveal the extra level. A sawtooth has negligible overlap with the smooth function rφ built from the 1s state φ, and on this grid the equal basis satisfies the three sum rules to round-off, with the same split between branches as the balanced basis (a comparison not included in the numerical check).

**The balanced basis**

The defect is that AG lies outside the space available to F. The second radial equation gives F = AG/(E + 1 − V) ≈ ½AG near E = +1, which supplies the number in the tie: u_i = (B_i, ½AB_i). The swap applied to the −κ function (B_i, −½A†B_i) gives the partner for the other branch. The dual-kinetic-balance (DKB) basis is

u_i = (B_i, ½AB_i),  w_i = (−½A†B_i, B_i).

The matrix elements need AG. For u it is AB. For w, G = ½(B′ − κB/r) and G′ = ½(B″ − κB′/r + κB/r²); adding κG/r = ½(κB′/r − κ²B/r²),

AG_w = ½[B″ − κ(κ−1)B/r²].

Both components of every function are made to vanish at both ends. At R this removes B_n and B_{n−1}. Setting G = F = 0 there is one condition more than a first-order system needs, which matters little for states that are exponentially small at R. At the origin B_1/r diverges. For B_2 ≈ br, the lower component of u starts at ½(1+κ)b and the upper component of w at ½(1−κ)b, so B_2 is kept in u only for κ = −1 and in w only for κ = +1. It is needed there, because G ∝ r for κ = −1 and F ∝ r for κ = +1. With n = 87, B_3…B_85 give 83 functions, so (n_u, n_w) = (84, 83) for κ = −1, (83, 84) for κ = +1 and (83, 83) for |κ| = 2.

Several properties follow exactly. The blocks are orthogonal: ⟨w_i|u_j⟩ = −½⟨A†B_i|B_j⟩ + ½⟨B_i|AB_j⟩ = 0 by parts. Charge conjugation is built in, including the B_2 rule; numerically the spectrum for (+1, V) equals minus that for (−1, −V) to 10⁻¹⁴, again relative to the larger of 1 and |E|. For any combination B of splines and V = 0,

⟨u|H − 1|u⟩ = ∫[−2F² + 2F AG] = −½‖AB‖² + ‖AB‖² = ½‖AB‖² ≥ 0,

⟨w|H + 1|w⟩ = ∫[2G² + 2F AG] = ½‖A†B‖² − ‖A†B‖² = −½‖A†B‖² ≤ 0.

If the Rayleigh quotient is at least 1 on a subspace of dimension n_u, the min–max principle gives at least n_u eigenvalues ≥ 1; likewise at least n_w are ≤ −1. These exhaust the matrix, so the free gap is empty, as the program asserts for κ = +1, −1, +2. The equal basis has the same property, with quotients exactly ±1, so it does not distinguish the schemes. For V ≤ 0 the w inequality only strengthens. On the u side,

⟨u|H + 1|u⟩ = 2‖B‖² + ‖AB‖² + ∫V[B² + ¼(AB)²],

which is certainly positive if |V| < 2 everywhere, and this argument says nothing at V(0) = −54.8.

The distinguishing property is the limit a → 0 with a basis fixed in units of the Bohr length 1/a, so that A ~ a and V, ε ~ a². The uu block is

⟨u_i|H − 1 − ε|u_j⟩ = ⟨B_i|V − ε|B_j⟩ + (1 − ½)⟨AB_i|AB_j⟩ + ¼⟨AB_i|V − ε|AB_j⟩,

where the 1 comes from the two cross terms, the −½ from −2F_iF_j, and the last term is O(a⁴). In the wu block E drops out with the overlap. The free terms G_iG_j − F_iF_j + F_iAG_j + F_jAG_i give (−½ − ½ + 1)⟨B_i|AB_j⟩ − ¼⟨AA†B_i|AB_j⟩, which is O(a³), and the potential terms carry one V and one A, also O(a³). The ww block is −2S + O(a²), so eliminating w changes the uu block by O(a⁶). To O(a⁴), ε is a Ritz value of ½A†A + V, with the unprojected kinetic energy and

A†A f = −f″ − κf′/r + κf/r² + κf′/r + κ²f/r² = −f″ + κ(κ+1)f/r².

Since κ(κ+1) = l(l+1), this is the Schrödinger radial operator, and the j-th Ritz value lies above the j-th exact level. For κ = +1 nothing can fall below the Schrödinger 2p level by more than O(a⁴), so a level near 1s, lower by O(a²), is excluded in this limit. In a deliberately coarse test (point nucleus, a = 10⁻³, k = 4, six intervals), ε/a² is −0.1248895 for DKB and −0.1248894 for the Schrödinger Galerkin matrix. They differ by one unit in the last printed digit, that is by less than 2×10⁻⁷, while both miss the exact −1/8 by 1.1×10⁻⁴, so the agreement is with the Ritz value and not merely with the exact level. The equal basis gives −0.49999, the 1s value.

These estimates of the blocks are not uniform in the grid. A grid that resolves the nucleus has steps far below ħ/mc, where A is large, and a = 0.55 is not small. Nothing above proves that DKB is free of spurious levels for osmium; that has to be checked by an independent count.

**Counting the true levels**

Set G = ρ cos θ, F = ρ sin θ, so θ′ = (GF′ − FG′)/ρ². The radial equations read G′ = −κG/r + (E+1−V)F and F′ = κF/r − (E−1−V)G. Then θ′ = (2κ/r) sin θ cos θ − (E−1−V)cos²θ − (E+1−V)sin²θ, or

θ′ = (κ/r) sin 2θ + cos 2θ − (E − V).

Near the origin, with V finite, the regular solution for κ < 0 has small θ with θ′ = 2κθ/r + 1 − E + V(0), so θ ≈ (1 − E + V(0))r/(1 + 2|κ|). For κ > 0, θ = π/2 + φ with φ′ = −2κφ/r − 1 − E + V(0), so φ ≈ −(1 + E − V(0))r/(1 + 2κ). At large r the decaying solution G ∝ e^{−λr}, λ = √(1−E²), has tan θ = −λ/(1+E) = −√((1−E)/(1+E)). The derivative η = ∂θ/∂E obeys η′ = g(r)η − 1 with g = (2κ/r)cos 2θ − 2 sin 2θ. The integrating factor is positive, so outward from a negative start η stays negative, and inward from the positive value at R it stays positive. The mismatch θ_in − θ_out at a matching radius is therefore continuous and increasing in E. It is a multiple of π exactly when the two solutions are proportional, so the number of multiples crossed between two energies is the number of levels.

The window runs from −0.99 to 1 − a²/(2·3.5²) = 1 − 0.30758/24.5 = 0.987446, between the n = 3 and n = 4 shells. For κ = −1, +1, −2, +2 the Prüfer count is 3, 2, 2, 1, and the DKB count is the same. The number of DKB eigenvalues below −1 is 83, 84, 83, 83, equal to n_w, with none between −1 and −0.99. The eight levels found by Newton iteration on the mismatch agree with DKB within the asserted 2×10⁻⁸ and in all ten printed decimals, for example 0.9571105052 for 2p1/2, the lowest κ = +1 level, and 0.9824552072 for 3d3/2, the lowest κ = +2 level. This establishes the absence of spurious gap states for this potential, this grid, these κ and this window.

The ten digits compare two numerical methods and do not describe osmium. The 1s level gives (1 − 0.832188) × 510.999 keV = 85.75 keV, and its nuclear-size shift is (0.8321882346 − 0.8321178863) × 510999 eV ≈ 36 eV, good to no more than the two figures of the radius. Recoil and radiative corrections are outside the model. Of the pairs degenerate for a point nucleus, 2s–2p1/2 is split by about 5.5 eV (21.9110 and 21.9165 keV). For 3p3/2–3d3/2 the splitting is too small to be read from the ten printed decimals.

**The sum rules, wave by wave**

Define S_p = Σ_n (E_n − E_a)^p |⟨n|r|a⟩|². Closure gives S₀ = ⟨r²⟩. S₁ = 0 was found above, and S₂ = Σ_j ‖(H − E_a)x_j a‖² = Σ_j ‖[H,x_j]a‖² = Σ_j⟨α_j²⟩ = 3.

For a = 1s, κ_a = −1. The functions n_jΩ_{−1} have l = 1 and total norm Σ_j n_j² = 1. On l = 1, σ·L is −2 for j = ½ (κ = +1) and +1 for j = 3/2 (κ = −2), so the projector on j = ½ is (1 − σ·L)/3. The n_j are real and L is imaginary and Hermitian, so ⟨n_j|L|n_j⟩ = 0 and the weights are 1/3 and 2/3. The lower components have the same angular elements, because Ω_{−κ} = −σ·nΩ_κ and σ·n commutes with n_j and squares to one; also (iF_n)*(iF_a) = F_nF_a. The radial integral is R_n = ∫r(G_nG_a + F_nF_a)dr. The program confirms the weights and the equality of upper and lower elements from Clebsch–Gordan and Gaunt coefficients.

Each partial wave has its own rule, a sharper test than the total. Let φ = (G, F) be 1s and Δ = κ − κ_a. H_κ differs from H_{κ_a} by Δ/r in both off-diagonal places. Also A†(rF) = rA†F − F and A(rG) = rAG + G. Using H_{κ_a}φ = E_aφ,

(H_κ − E_a) rφ = ((Δ−1)F, (Δ+1)G).

Closure within the wave κ then gives

Σ R_n² = ⟨r²⟩,

Σ (E_n − E_a)R_n² = ∫r[(Δ−1)GF + (Δ+1)FG] = 2Δ∫rGF,

Σ (E_n − E_a)²R_n² = (Δ+1)²∫G² + (Δ−1)²∫F².

With Δ = 2 and Δ = −1, S₁ = (4/3 − 4/3)∫rGF = 0 and S₂ = (9∫G² + ∫F²)/3 + (2/3)·4∫F² = 3.

For osmium ⟨r²⟩ = 7.941628, ∫rGF = −0.666152, ∫G² = 0.916152 and ∫F² = 0.083848. The repeated digits have a reason. The radial equations give (G² + F²)′ = −2κ(G² − F²)/r + 4GF; multiplying by r and integrating by parts, −1 = −2κ∫(G² − F²) + 4∫rGF. For κ = −1 and ∫F² = 1 − ∫G² this is ∫rGF = ¼ − ∫G² = 0.25 − 0.916152, for any local V. The predictions are 4 × (−0.666152) = −2.664608 and −2 × (−0.666152) = 1.332304 for p = 1, and 9 × 0.916152 + 0.083848 = 8.32922 and 4 × 0.083848 = 0.33539 for p = 2. The sums over the DKB spectra match them within the asserted 10⁻⁶ and in eight printed decimals. Weighted, −2.664608/3 + (2/3)(1.332304) = −0.888203 + 0.888203 = 0 and 2.77641 + 0.22359 = 3.

In a finite basis Σ|n⟩⟨n| is the projector P on the basis space, so the p = 1 sum is ⟨Prφ|H_κ − E_a|Prφ⟩. The rule holds only as far as rφ lies in the space and φ is an eigenfunction. For 20, 40 and 80 intervals the absolute residual of S₁ is 6×10⁻⁵, 3×10⁻¹⁰ and about 10⁻¹⁴, that of S₂ is 6×10⁻⁴, 1×10⁻¹⁰ and about 2×10⁻¹⁴. The 1s energy differs from shooting by 9×10⁻⁸ and 1×10⁻¹² for 20 and 40 intervals; the figure for 80 lies below the integrator's tolerance of 10⁻¹² and is not a measure of accuracy. The same expression shows a limit of the test: it depends on the space and on H restricted to it, not on where individual eigenvalues fall, so it probes completeness and cannot replace the level count. How much a spurious level disturbs a sum with energy denominators, such as a self-energy, depends on its matrix elements as well as on its position, and is not examined here.

**How the branches share the sums**

The positive and negative parts are 7.39971 and 0.54191 for S₀, +1.208842 and −1.208842 ħ²/m for S₁, and 0.23967 and 2.76033 for S₂. The negative branch carries 7% of S₀ and 92% of S₂. Its typical energy denominator is 1.208842/0.54191 = 2.23, somewhat above 2mc².

With oscillator strengths f_n = (2/3)(E_n − E_a)|⟨n|r|a⟩|², normalized so that the Schrödinger sum is 1, the positive branch has Σf₊ = −(2/3)S₁⁻. From (E_n − E_a)⟨n|x_j|a⟩ = −i⟨n|α_j|a⟩,

S₁⁻ = −Σ_{n<0} |⟨n|α|a⟩|²/(E_a − E_n).

For a free electron of momentum p and energy ω = √(1+p²), the negative projector is Λ₋ = ½[1 − (α·p + β)/ω]. Anticommutation gives Σ_jα_jα_kα_j = (1 − 2)α_k and Σ_jα_jβα_j = −3β, so Σ_jα_jΛ₋α_j = ½[3 + (α·p + 3β)/ω]. With ⟨α⟩ = p/ω and ⟨β⟩ = 1/ω its expectation is ½[3 + (p² + 3)/ω²] = 2 + 1/ω² ≈ 3 − p². For a weakly bound state the negative-branch Hamiltonian is −1 − p²/2 + V to this order, so the denominator is 2 + (ε − V) + p²/2, and (ε − V)φ = (p²/2)φ turns it into 2 + p². Gradients of V are of order a³ and are neglected. To leading order, with ⟨p²⟩ = a² for 1s from the virial value a²/2 of the kinetic energy,

Σf₊ ≈ (2/3)(3/2)(1 − a²/3 − a²/2) = 1 − (5/6)a².

For the model coupling a = 0.02 the spectrum gives Σf₊ = 0.99966707, and (1 − 0.99966707)/0.0004 = 0.8323 against 5/6 = 0.8333, inside the asserted 0.02. For osmium the formula gives 1 − (5/6)(0.30758) = 0.7437, while the spectrum gives (2/3)(1.208842) = 0.8059. The leading term overstates the deficit from unity, 0.256 against 0.194, by about a third of the true deficit; at a² = 0.31 the expansion is not quantitative and the split has to come from the spectrum. The program that produces these numbers, with its output, follows.

Computed values

```
Z=76, a=Z*alpha=0.55459879, mc2=510.99895 keV, hbar/mc=386.1593 fm
rms=5.4 fm = 0.013984 hbar/mc, V(0)=-54.809 mc2
k=8, intervals=80, splines=87, r0=0.005, R=150.0 hbar/mc
counting window: -0.99 < E < 0.987446 mc2
kappa=-1: n_u=84, n_w=83, below -1: 83, in window DKB 3, Pruefer 3
  1s: DKB 0.8321882346, shooting 0.8321882346 mc2, binding 85.7516 keV
  2s: DKB 0.9571213226, shooting 0.9571213226 mc2, binding 21.9110 keV
  3s: DKB 0.9813642174, shooting 0.9813642174 mc2, binding 9.5229 keV
kappa=+1: n_u=83, n_w=84, below -1: 84, in window DKB 2, Pruefer 2
  2p1/2: DKB 0.9571105052, shooting 0.9571105052 mc2, binding 21.9165 keV
  3p1/2: DKB 0.9813610171, shooting 0.9813610171 mc2, binding 9.5245 keV
kappa=-2: n_u=83, n_w=83, below -1: 83, in window DKB 2, Pruefer 2
  2p3/2: DKB 0.9607835574, shooting 0.9607835574 mc2, binding 20.0396 keV
  3p3/2: DKB 0.9824552073, shooting 0.9824552073 mc2, binding 8.9654 keV
kappa=+2: n_u=83, n_w=83, below -1: 83, in window DKB 1, Pruefer 1
  3d3/2: DKB 0.9824552072, shooting 0.9824552072 mc2, binding 8.9654 keV
point 1s gamma=0.8321178863 mc2, size shift 35.95 eV
equal basis, point: max rel diff kappa=+1/-1 1.5e-14; kappa=+1 level 0.8321179 mc2
equal basis, extended, k=8: 3 levels, extra 0.931469 mc2 (binding 35.02 keV)
  projected/true kinetic: extra 1.44e-05, 2p1/2 1.00000000; sign flips 84 of 85
equal basis, extended, k=7: 3 levels, extra 0.922805 mc2 (binding 39.45 keV)
charge conjugation: max rel deviation 9.6e-15
a=0.001, k=4, 6 intervals, kappa=+1, (E-1)/a^2: DKB -0.1248895, Galerkin -0.1248894, equal -0.49999
angular weights: kappa=+1 0.333333, kappa=-2 0.666667
1s: <r^2>=7.94162759 (hbar/mc)^2, int rGF=-0.66615208 hbar/mc
1s: int G^2=0.91615208, int F^2=0.08384792
radial sum p=0, kappa=+1: spectrum 7.94162759, formula 7.94162759
radial sum p=1, kappa=+1: spectrum -2.66460830, formula -2.66460830
radial sum p=2, kappa=+1: spectrum 8.32921660, formula 8.32921660
radial sum p=0, kappa=-2: spectrum 7.94162759, formula 7.94162759
radial sum p=1, kappa=-2: spectrum 1.33230415, formula 1.33230415
radial sum p=2, kappa=-2: spectrum 0.33539170, formula 0.33539170
S0: pos 7.39971314, neg 0.54191445, total-exact -7.1e-15 (hbar/mc)^2
S1: pos 1.20884185, neg -1.20884185, total-exact -1.4e-14 hbar^2/m
S2: pos 0.23966839, neg 2.76033161, total-exact -2.2e-14 (hbar c)^2
Os sum f+ = 0.805895; 1-(5/6)a^2 = 0.743683
N=20: |dE1s|=9.4e-08 mc2, S1=6.4e-05, S2-3=6.2e-04
N=40: |dE1s|=1.3e-12 mc2, S1=3.1e-10, S2-3=1.1e-10
N=80: |dE1s|=1.9e-15 mc2, S1=-1.4e-14, S2-3=-2.2e-14
a=0.02: sum f+ = 0.99966707, (1-sum f+)/a^2 = 0.83232, 5/6 = 0.83333
```
